# Debugging a numerical check: Random-Singlet Scaling of Gaps, Correlations and Susceptibility from Bond Decimation

```python
# Random-singlet scaling of H = sum J_i S_i.S_{i+1} (spin 1/2, J_i > 0 random, k_B = 1).
# Rule J' = J1 J2/(2 J0).  g = ln(W0/J), G = ln(W0/cutoff), kap = ln 2 (0 for XX chain),
# P(z;G) density of z = ln(cutoff/J), m = 1/P(0), n = active spins per site.  Claims:
#  m - kap ln(m+kap) = G + c,  n = Gs^2/(m+kap)^2,
#  <ln(W0/gap)> = sqrt(pi/2) Gs sqrt(L) - (kap/2) ln L + const (open chain, even L),
#  singlets of odd length r per site -> 1/(3 r^2),  T chi = n(ln(W0/T) + delta)/4.
import numpy as np, sympy as sp
from scipy.signal import fftconvolve
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy import constants as const

rng = np.random.default_rng(7)
kap = np.log(2.0)

def decimate(g, kappa, tag=None):
    """Ring of bonds; decimates non-overlapping local maxima of J. Returns g, length, tag of singlets."""
    g = g.copy(); ell = np.ones(g.size, np.int64)
    tag = np.zeros(g.size, np.int32) if tag is None else tag.copy()
    og, ol, ot = [], [], []
    while g.size > 2:
        loc = (g < np.roll(g, 1)) & (g < np.roll(g, -1))
        key = np.where(loc, g, np.inf)
        i = np.nonzero(loc & (g < np.roll(key, 2)) & (g < np.roll(key, -2)))[0]
        il, ir = i - 1, (i + 1) % g.size
        og.append(g[i]); ol.append(ell[i]); ot.append(tag[i])
        g[i] = g[il] + g[ir] - g[i] + kappa
        ell[i] = ell[il] + ell[ir] + ell[i]
        keep = np.ones(g.size, bool); keep[il] = False; keep[ir] = False
        g, ell, tag = g[keep], ell[keep], tag[keep]
    k = int(np.argmin(g))
    og.append(g[k:k+1]); ol.append(ell[k:k+1]); ot.append(tag[k:k+1])
    return np.concatenate(og), np.concatenate(ol), np.concatenate(ot)

def open_chains(g, kappa):
    """g has shape (chains, L-1); chains are joined by zero bonds. Returns last g, all g, lengths."""
    M, b = g.shape
    ring = np.hstack([g, np.full((M, 1), np.inf)]).ravel()
    sg, sl, st = decimate(ring, kappa, np.repeat(np.arange(M, dtype=np.int32), b + 1))
    last = np.full(M, -np.inf); np.maximum.at(last, st, sg)
    return last, sg, sl

def drawup(g):
    U = np.cumsum(g * (-1.0) ** np.arange(g.shape[1]), axis=1)
    U = np.hstack([np.zeros((g.shape[0], 1)), U])
    return (U - np.minimum.accumulate(U, axis=1)).max(axis=1)

def bond_ops(L, nup):
    st = [s for s in range(2 ** L) if bin(s).count('1') == nup]
    ix = {s: k for k, s in enumerate(st)}
    ops = np.zeros((L - 1, len(st), len(st)))
    for k, s in enumerate(st):
        for b in range(L - 1):
            if (s >> b & 1) == (s >> (b + 1) & 1):
                ops[b, k, k] = 0.25
            else:
                ops[b, k, k] = -0.25; ops[b, ix[s ^ (3 << b)], k] = 0.5
    return ops

def levels(J, nup):
    return np.linalg.eigvalsh(np.tensordot(J, bond_ops(J.shape[1] + 1, nup), 1))

def dimer(x):
    return 2.0 / (3.0 + np.exp(np.minimum(x, 700.0)))

# four spins: decimation rule and energy shift
Jf = np.array([[1e-3, 1, 2e-3], [2e-3, 1, 4e-3]])
E0 = levels(Jf, 2)[:, 0]; ratio = (levels(Jf, 3)[:, 0] - E0) / (Jf[:, 0] * Jf[:, 2] / 2)
assert abs(ratio[0] - 1) < 0.01 and abs((ratio[1] - 1) / (ratio[0] - 1) - 2) < 0.1
assert abs(E0[0] - (-0.75 - 3 * 5e-6 / 16 - 0.75 * 1e-6)) < 2e-8
print(f"4 spins J=(1e-3,1,2e-3): gap/(J1J2/2J0) = {ratio[0]:.5f}")

# local order versus strongest-bond-first order
g0 = rng.exponential(1.0, 200); gl, ll, rec = list(g0), [1] * 200, []
while len(gl) > 2:
    k = int(np.argmin(gl)) - 1
    gl, ll = gl[k:] + gl[:k], ll[k:] + ll[:k]
    rec.append((gl[1], ll[1]))
    gl, ll = [gl[0] + gl[2] - gl[1] + kap] + gl[3:], [sum(ll[:3])] + ll[3:]
k = int(np.argmin(gl)); rec.append((gl[k], ll[k]))
sg, sl, _ = decimate(g0, kap); o = np.argsort(sg)
assert np.allclose(sg[o], [r[0] for r in rec]) and list(sl[o]) == [r[1] for r in rec]

# eight Heisenberg spins: gaps and thermal susceptibility
for G0 in (1.0, 3.0):
    g8 = rng.exponential(G0, (300, 7)); ev = [levels(np.exp(-g8), u) for u in range(4, 9)]
    last, sg, _ = open_chains(g8, kap); ok = last < 20
    lg = -np.log((ev[1][:, 0] - ev[0][:, 0])[ok])
    err = np.abs(lg - last[ok]).mean(); err0 = np.abs(lg - open_chains(g8, 0.0)[0][ok]).mean()
    T = 0.01; w = [np.exp(-(e - ev[0][:, :1]) / T).sum(1) for e in ev]
    ed = (sum(2 * s * s * w[s] for s in range(1, 5)) / (w[0] + 2 * sum(w[1:]))).mean() / 8
    rg = dimer(np.exp(-sg) / T).sum() / 2400
    print(f"L=8 G0={G0:.0f}: mean|ln gap err| {err:.3f} (no 1/2: {err0:.3f}); Tchi ED {ed:.4f} RG {rg:.4f}")
    if G0 == 1.0:
        err1 = err
assert err / 3 < err1 / 2 and err < 0.6 * err0 and abs(rg / ed - 1) < 0.10

# symbolic residuals of the flow equation
z, x, G, p, th, a, k_ = sp.symbols('z x G p th a k', positive=True)
A = p / sp.sinh(p * G + th); B = p * sp.cosh(p * G + th) / sp.sinh(p * G + th)
P = A * sp.exp(-B * z)
res = sp.diff(P, G) - sp.diff(P, z) - A * A ** 2 * z * sp.exp(-B * z)
assert abs(res.subs({z: 1.3, G: 2.1, p: 0.4, th: 0.7}).evalf()) < 1e-12
Pa = a * sp.exp(-a * z)
conv = sp.integrate(sp.simplify(Pa.subs(z, x) * Pa.subs(z, z - x)), (x, 0, z))
rhs = sp.diff(Pa, z) + a * (conv - k_ * sp.diff(conv, z))
assert sp.simplify(rhs - (-a ** 2 - k_ * a ** 3) * sp.diff(Pa, a)) == 0

# grid solution of the flow equation (second order, along characteristics), G0 = 1
h = kap / 7
def flow(shift, steps, npts):
    def src(F):
        c = h * (fftconvolve(F, F)[:npts] - F[0] * F); S = np.zeros(npts)
        S[shift:] = F[0] * c[:npts - shift]
        return S
    F = np.exp(-h * np.arange(npts)); F /= h * (F.sum() - F[0] / 2); P0 = [F[0]]
    for _ in range(steps):
        Fs, Ss = np.append(F[1:], 0), np.append(src(F)[1:], 0)
        F = Fs + h / 2 * (Ss + src(Fs + h * Ss)); F /= h * (F.sum() - F[0] / 2); P0.append(F[0])
    P0 = np.array(P0)
    return h * np.arange(steps + 1), P0, np.exp(-h * np.append(0, np.cumsum(P0[1:] + P0[:-1])))
Gx, Px, nx = flow(0, 202, 6000)
assert abs(1 / Px[-1] - Gx[-1] - 1) < 0.03 and abs(nx[-1] * (Gx[-1] + 1) ** 2 - 1) < 0.01
assert abs(1 / Px[202] - 1 / Px[101] - 101 * h) < 0.01
Gh, Ph, nh = flow(7, 404, 12000)
m1, m2 = 1 / Ph[202], 1 / Ph[404]
exc, pred = m2 - m1 - 202 * h, kap * np.log((m2 + kap) / (m1 + kap))
assert abs(exc / pred - 1) < 0.15
inv1, inv2 = nh[202] * (m1 + kap) ** 2, nh[404] * (m2 + kap) ** 2
assert abs(inv1 / inv2 - 1) < 0.01
Gs, c = np.sqrt(inv2), m2 - kap * np.log(m2 + kap) - Gh[404]
print(f"flow: G={Gh[202]:.2f} m={m1:.3f}; G={Gh[404]:.2f} m={m2:.3f}")
print(f"excess growth of m {exc:.4f}, predicted {pred:.4f}")
print(f"n(m+kap)^2 = {inv1:.4f}, {inv2:.4f};  Gs = {Gs:.4f}, c = {c:.4f}")

# explicit decimation of long rings
N = 2 ** 22
gX, lX, _ = decimate(rng.exponential(1.0, N), 0.0)
gH, lH, _ = decimate(rng.exponential(1.0, N), kap)
for Gv in (2.0, 5.0, 10.0, 19.0):
    cX, cH = (gX > Gv).sum(), (gH > Gv).sum()
    fH = np.exp(np.interp(Gv, Gh, np.log(nh)))
    assert abs(2 * cX / N * (Gv + 1) ** 2 - 1) < 4 / np.sqrt(cX)
    assert abs(2 * cH / N / fH - 1) < 4 / np.sqrt(cH) + 0.01
    print(f"G={Gv:.0f}: n kap=0 sim {2*cX/N:.5f} formula {1/(Gv+1)**2:.5f}; ln2 sim {2*cH/N:.5f} flow {fH:.5f}")
for y in (0.1, 0.01):
    pv = np.sqrt(1 - np.exp(-2 * y)); tv = np.arcsinh(pv * np.exp(y))
    Af = lambda u: 2 * pv * np.exp(-pv * u - tv) / (1 - np.exp(-2 * pv * u - 2 * tv))
    theo = quad(lambda u: (1 / (u + 1) - Af(u)) / (u + 1) ** 2, 0, np.inf, limit=200)[0]
    sim = (1 - np.exp(-y * lX)).sum() / N
    assert abs(sim / theo - 1) < 0.015
    print(f"y={y}: sum(1-exp(-y l))/N sim {sim:.5f} formula {theo:.5f}")
assert (lX % 2 == 1).all() and (lH % 2 == 1).all()
for R in (51, 201):
    tX, tH = [6 * (R - 1) * (l >= R).sum() / N for l in (lX, lH)]
    assert abs(tX - 1) < 0.08 and abs(tH - 1) < 0.12
    print(f"R={R}: 6(R-1)*singlets(l>=R)/site: kap=0 {tX:.3f}, ln2 {tH:.3f}")

# gap: drawup identity, Brownian constant, XX bounds, Heisenberg growth
gt = rng.exponential(1.0, (200, 63))
assert np.allclose(open_chains(gt, 0.0)[0], drawup(gt))
cB = np.sqrt(np.pi / 2)
dD = drawup(rng.uniform(0, 2, (4096, 1023))).mean() - drawup(rng.uniform(0, 2, (8192, 255))).mean()
assert abs(dD / (cB * 16 / np.sqrt(3)) - 1) < 0.05
print(f"kap=0, g uniform(0,2): <D>(1024)-<D>(256) = {dD:.2f}, formula {cB*16/np.sqrt(3):.2f}")
gt = rng.exponential(1.0, (300, 23)); Hx = np.zeros((300, 24, 24)); ii = np.arange(23)
Hx[:, ii, ii + 1] = Hx[:, ii + 1, ii] = np.exp(-gt) / 2
rel = np.abs(np.linalg.eigvalsh(Hx)).min(1) / (0.5 * np.exp(-drawup(gt)))
assert rel.max() < 1 + 1e-4 and rel.min() > 1 / np.sqrt(78)
print(f"XX L=24: eps/(exp(-D)/2) in [{rel.min():.3f},{rel.max():.3f}], bound {1/np.sqrt(78):.3f}")
W0 = 100.0; mean_g = {}
for L, M in ((256, 8192), (1024, 4096)):
    last = open_chains(rng.exponential(1.0, (M, L - 1)), kap)[0]; mean_g[L] = last.mean()
    print(f"L={L}: <ln(W0/E)> = {last.mean():.2f} +- {last.std()/np.sqrt(M):.2f}, std {last.std():.2f}, typical E = {W0*np.exp(-last.mean()):.1e} K")
dG, pG = mean_g[1024] - mean_g[256], cB * Gs * 16 - kap * np.log(2)
assert abs(dG / pG - 1) < 0.05
print(f"difference {dG:.2f}, formula {pG:.2f}; sqrt(pi/2) = {cB:.4f}, slope {cB*Gs:.3f}")

# XX ground-state zz correlations versus singlet counting, L = 64, G0 = 3
gt = rng.exponential(3.0, (1000, 63)); Bm = np.zeros((1000, 32, 32)); ii = np.arange(32)
Bm[:, ii, ii] = np.exp(-gt[:, 0::2]); Bm[:, ii[1:], ii[:-1]] = np.exp(-gt[:, 1::2])
Um, _, Vt = np.linalg.svd(Bm)
Um[:, :, -1] *= np.sign(np.linalg.det(Um) * np.linalg.det(Vt))[:, None]  # det B > 0
dist = np.abs(2 * ii[None, :] - 2 * ii[:, None] + 1)
wX = ((Um @ Vt) ** 2).mean(0)[(dist >= 7) & (dist <= 21)].sum()
sl = open_chains(gt, 0.0)[2]; wR = ((sl >= 7) & (sl <= 21)).sum() / 1000
assert abs(wX / wR - 1) < 0.25
print(f"XX L=64: -4 sum Czz (r=7..21) fermions {wX:.3f}, singlets {wR:.3f} per chain")

# susceptibility and worked example
delta = -quad(lambda s: np.log(s) * 4 * np.exp(-s) / (1 + 3 * np.exp(-s)) ** 2, 0, 60, limit=200)[0]
muB = const.physical_constants['Bohr magneton'][0]
Cm = const.mu_0 * const.N_A * 4 * muB ** 2 / (4 * const.k); emu = 4e-6 * np.pi
print(f"W0 = {W0:.0f} K, g = 2, G0 = 1, delta = {delta:.4f}")
print(f"Curie constant {Cm:.4e} m^3 K/mol = {Cm/emu:.4f} emu K/mol")
for T, tol in ((1.0, 0.12), (0.1, 0.08), (0.01, 0.05), (1e-6, 0.05)):
    GT = np.log(W0 / T)
    sim = 4 * dimer(np.exp(GT - gH)).sum() / N
    fl = 4 * trapezoid(nh * Ph * dimer(np.exp(GT - Gh)), Gh) + nh[-1]
    m = brentq(lambda q: q - kap * np.log(q + kap) - GT - delta - c, 1e-6, 1e4)
    nT = Gs ** 2 / (m + kap) ** 2
    assert abs(sim / fl - 1) < 0.01 + 4 / np.sqrt(sim * N / 2) and abs(nT / sim - 1) < tol
    print(f"T={T:g} K: G_T={GT:.3f} m={m:.3f} n={nT:.5f} spacing {1/nT:.1f} sites")
    print(f"  4Tchi sim {sim:.5f} flow {fl:.5f}; bare Gs^2/G_T^2 {Gs**2/GT**2:.5f}")
    print(f"  chi = {Cm*nT/T:.3e} m^3/mol = {Cm*nT/T/emu:.3e} emu/mol")
r = 101; win = np.arange(81, 122, 2)
amp = ((lH >= 81) & (lH <= 121)).sum() / N / (1 / (3.0 * win ** 2)).sum()
assert abs(amp - 1) < 0.12
print(f"r={r}: singlet prob {1/(3*r*r):.3e}, mean S.S {-0.25/r**2:.3e}; sim/formula (r=81..121) {amp:.3f}")
print("no test failed")
```

It fails:

```
4 spins J=(1e-3,1,2e-3): gap/(J1J2/2J0) = 1.00225
L=8 G0=1: mean|ln gap err| 0.410 (no 1/2: 0.517); Tchi ED 0.0151 RG 0.0184
L=8 G0=3: mean|ln gap err| 0.251 (no 1/2: 0.523); Tchi ED 0.0554 RG 0.0571
Traceback (most recent call last):
  File "check.py", line 123, in <module>
    assert abs(1 / Px[-1] - Gx[-1] - 1) < 0.03 and abs(nx[-1] * (Gx[-1] + 1) ** 2 - 1) < 0.01
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The physics was not at fault. The grid solver of the flow equation is second order, and its error constant was underestimated: by estimate it loses about 1.5h² in n while m is still near 1, which is over 1% at h = 0.099, so the κ = 0 check against n = 1/(Γ+1)² failed. The solver now runs at steps ln2/6 and ln2/12 and Richardson-extrapolates 1/P(0) and ln n, and a new assert checks that the raw error falls about fourfold when h is halved, which tests this diagnosis. No tolerance is widened and no test is removed; the grid checkpoints move slightly (Γ ≈ 20.1 for κ = 0, Γ ≈ 19.99 and 39.97 for κ = ln 2), and Γ* and c now come from the extrapolated solution.

Repair:

```diff
@@ -6,5 +6,4 @@
 #  singlets of odd length r per site -> 1/(3 r^2),  T chi = n(ln(W0/T) + delta)/4.
 import numpy as np, sympy as sp
-from scipy.signal import fftconvolve
 from scipy.integrate import quad, trapezoid
 from scipy.optimize import brentq
@@ -108,8 +107,9 @@
 
 # grid solution of the flow equation (second order, along characteristics), G0 = 1
-h = kap / 7
-def flow(shift, steps, npts):
+def flow_raw(h, shift, steps, npts):
+    """Returns m = 1/P(0) and ln n at G = 0, h, 2h, ...; kappa = shift*h."""
     def src(F):
-        c = h * (fftconvolve(F, F)[:npts] - F[0] * F); S = np.zeros(npts)
+        full = np.fft.irfft(np.fft.rfft(F, 2 * npts) ** 2, 2 * npts)[:npts]
+        c = h * (full - F[0] * F); S = np.zeros(npts)
         S[shift:] = F[0] * c[:npts - shift]
         return S
@@ -119,18 +119,30 @@
         F = Fs + h / 2 * (Ss + src(Fs + h * Ss)); F /= h * (F.sum() - F[0] / 2); P0.append(F[0])
     P0 = np.array(P0)
-    return h * np.arange(steps + 1), P0, np.exp(-h * np.append(0, np.cumsum(P0[1:] + P0[:-1])))
-Gx, Px, nx = flow(0, 202, 6000)
+    return 1 / P0, -h * np.append(0, np.cumsum(P0[1:] + P0[:-1]))
+
+h = kap / 6
+def flow(shift, steps, npts):
+    """Richardson extrapolation from steps h and h/2; also returns the final raw ln n values."""
+    mc, lc = flow_raw(h, shift, steps, npts)
+    mf, lf = flow_raw(h / 2, 2 * shift, 2 * steps, 2 * npts)
+    mm, ln = (4 * mf[::2] - mc) / 3, (4 * lf[::2] - lc) / 3
+    return h * np.arange(steps + 1), 1 / mm, np.exp(ln), (lc[-1], lf[-1])
+
+Gx, Px, nx, raw = flow(0, 174, 4000)
+e_c, e_f = [v + 2 * np.log(Gx[-1] + 1) for v in raw]
+print(f"kap=0 grid, G={Gx[-1]:.2f}: ln n error h {e_c:.5f}, h/2 {e_f:.5f}, extrapolated {np.log(nx[-1]*(Gx[-1]+1)**2):.5f}")
+assert 3.0 < e_c / e_f < 5.5
 assert abs(1 / Px[-1] - Gx[-1] - 1) < 0.03 and abs(nx[-1] * (Gx[-1] + 1) ** 2 - 1) < 0.01
-assert abs(1 / Px[202] - 1 / Px[101] - 101 * h) < 0.01
-Gh, Ph, nh = flow(7, 404, 12000)
-m1, m2 = 1 / Ph[202], 1 / Ph[404]
-exc, pred = m2 - m1 - 202 * h, kap * np.log((m2 + kap) / (m1 + kap))
+assert abs(1 / Px[174] - 1 / Px[87] - 87 * h) < 0.01
+Gh, Ph, nh, _ = flow(6, 346, 8000)
+m1, m2 = 1 / Ph[173], 1 / Ph[346]
+exc, pred = m2 - m1 - 173 * h, kap * np.log((m2 + kap) / (m1 + kap))
+print(f"flow: G={Gh[173]:.2f} m={m1:.3f}; G={Gh[346]:.2f} m={m2:.3f}")
+print(f"excess growth of m {exc:.4f}, predicted {pred:.4f}")
 assert abs(exc / pred - 1) < 0.15
-inv1, inv2 = nh[202] * (m1 + kap) ** 2, nh[404] * (m2 + kap) ** 2
+inv1, inv2 = nh[173] * (m1 + kap) ** 2, nh[346] * (m2 + kap) ** 2
+Gs, c = np.sqrt(inv2), m2 - kap * np.log(m2 + kap) - Gh[346]
+print(f"n(m+kap)^2 = {inv1:.4f}, {inv2:.4f};  Gs = {Gs:.4f}, c = {c:.4f}")
 assert abs(inv1 / inv2 - 1) < 0.01
-Gs, c = np.sqrt(inv2), m2 - kap * np.log(m2 + kap) - Gh[404]
-print(f"flow: G={Gh[202]:.2f} m={m1:.3f}; G={Gh[404]:.2f} m={m2:.3f}")
-print(f"excess growth of m {exc:.4f}, predicted {pred:.4f}")
-print(f"n(m+kap)^2 = {inv1:.4f}, {inv2:.4f};  Gs = {Gs:.4f}, c = {c:.4f}")
 
 # explicit decimation of long rings
@@ -141,7 +153,7 @@
     cX, cH = (gX > Gv).sum(), (gH > Gv).sum()
     fH = np.exp(np.interp(Gv, Gh, np.log(nh)))
+    print(f"G={Gv:.0f}: n kap=0 sim {2*cX/N:.5f} formula {1/(Gv+1)**2:.5f}; ln2 sim {2*cH/N:.5f} flow {fH:.5f}")
     assert abs(2 * cX / N * (Gv + 1) ** 2 - 1) < 4 / np.sqrt(cX)
     assert abs(2 * cH / N / fH - 1) < 4 / np.sqrt(cH) + 0.01
-    print(f"G={Gv:.0f}: n kap=0 sim {2*cX/N:.5f} formula {1/(Gv+1)**2:.5f}; ln2 sim {2*cH/N:.5f} flow {fH:.5f}")
 for y in (0.1, 0.01):
     pv = np.sqrt(1 - np.exp(-2 * y)); tv = np.arcsinh(pv * np.exp(y))
@@ -149,11 +161,11 @@
     theo = quad(lambda u: (1 / (u + 1) - Af(u)) / (u + 1) ** 2, 0, np.inf, limit=200)[0]
     sim = (1 - np.exp(-y * lX)).sum() / N
+    print(f"y={y}: sum(1-exp(-y l))/N sim {sim:.5f} formula {theo:.5f}")
     assert abs(sim / theo - 1) < 0.015
-    print(f"y={y}: sum(1-exp(-y l))/N sim {sim:.5f} formula {theo:.5f}")
 assert (lX % 2 == 1).all() and (lH % 2 == 1).all()
 for R in (51, 201):
     tX, tH = [6 * (R - 1) * (l >= R).sum() / N for l in (lX, lH)]
+    print(f"R={R}: 6(R-1)*singlets(l>=R)/site: kap=0 {tX:.3f}, ln2 {tH:.3f}")
     assert abs(tX - 1) < 0.08 and abs(tH - 1) < 0.12
-    print(f"R={R}: 6(R-1)*singlets(l>=R)/site: kap=0 {tX:.3f}, ln2 {tH:.3f}")
 
 # gap: drawup identity, Brownian constant, XX bounds, Heisenberg growth
@@ -162,11 +174,11 @@
 cB = np.sqrt(np.pi / 2)
 dD = drawup(rng.uniform(0, 2, (4096, 1023))).mean() - drawup(rng.uniform(0, 2, (8192, 255))).mean()
+print(f"kap=0, g uniform(0,2): <D>(1024)-<D>(256) = {dD:.2f}, formula {cB*16/np.sqrt(3):.2f}")
 assert abs(dD / (cB * 16 / np.sqrt(3)) - 1) < 0.05
-print(f"kap=0, g uniform(0,2): <D>(1024)-<D>(256) = {dD:.2f}, formula {cB*16/np.sqrt(3):.2f}")
 gt = rng.exponential(1.0, (300, 23)); Hx = np.zeros((300, 24, 24)); ii = np.arange(23)
 Hx[:, ii, ii + 1] = Hx[:, ii + 1, ii] = np.exp(-gt) / 2
 rel = np.abs(np.linalg.eigvalsh(Hx)).min(1) / (0.5 * np.exp(-drawup(gt)))
+print(f"XX L=24: eps/(exp(-D)/2) in [{rel.min():.3f},{rel.max():.3f}], bound {1/np.sqrt(78):.3f}")
 assert rel.max() < 1 + 1e-4 and rel.min() > 1 / np.sqrt(78)
-print(f"XX L=24: eps/(exp(-D)/2) in [{rel.min():.3f},{rel.max():.3f}], bound {1/np.sqrt(78):.3f}")
 W0 = 100.0; mean_g = {}
 for L, M in ((256, 8192), (1024, 4096)):
@@ -174,6 +186,6 @@
     print(f"L={L}: <ln(W0/E)> = {last.mean():.2f} +- {last.std()/np.sqrt(M):.2f}, std {last.std():.2f}, typical E = {W0*np.exp(-last.mean()):.1e} K")
 dG, pG = mean_g[1024] - mean_g[256], cB * Gs * 16 - kap * np.log(2)
+print(f"difference {dG:.2f}, formula {pG:.2f}; sqrt(pi/2) = {cB:.4f}, slope {cB*Gs:.3f}")
 assert abs(dG / pG - 1) < 0.05
-print(f"difference {dG:.2f}, formula {pG:.2f}; sqrt(pi/2) = {cB:.4f}, slope {cB*Gs:.3f}")
 
 # XX ground-state zz correlations versus singlet counting, L = 64, G0 = 3
@@ -185,6 +197,6 @@
 wX = ((Um @ Vt) ** 2).mean(0)[(dist >= 7) & (dist <= 21)].sum()
 sl = open_chains(gt, 0.0)[2]; wR = ((sl >= 7) & (sl <= 21)).sum() / 1000
+print(f"XX L=64: -4 sum Czz (r=7..21) fermions {wX:.3f}, singlets {wR:.3f} per chain")
 assert abs(wX / wR - 1) < 0.25
-print(f"XX L=64: -4 sum Czz (r=7..21) fermions {wX:.3f}, singlets {wR:.3f} per chain")
 
 # susceptibility and worked example
@@ -200,11 +212,11 @@
     m = brentq(lambda q: q - kap * np.log(q + kap) - GT - delta - c, 1e-6, 1e4)
     nT = Gs ** 2 / (m + kap) ** 2
-    assert abs(sim / fl - 1) < 0.01 + 4 / np.sqrt(sim * N / 2) and abs(nT / sim - 1) < tol
     print(f"T={T:g} K: G_T={GT:.3f} m={m:.3f} n={nT:.5f} spacing {1/nT:.1f} sites")
     print(f"  4Tchi sim {sim:.5f} flow {fl:.5f}; bare Gs^2/G_T^2 {Gs**2/GT**2:.5f}")
     print(f"  chi = {Cm*nT/T:.3e} m^3/mol = {Cm*nT/T/emu:.3e} emu/mol")
+    assert abs(sim / fl - 1) < 0.01 + 4 / np.sqrt(sim * N / 2) and abs(nT / sim - 1) < tol
 r = 101; win = np.arange(81, 122, 2)
 amp = ((lH >= 81) & (lH <= 121)).sum() / N / (1 / (3.0 * win ** 2)).sum()
+print(f"r={r}: singlet prob {1/(3*r*r):.3e}, mean S.S {-0.25/r**2:.3e}; sim/formula (r=81..121) {amp:.3f}")
 assert abs(amp - 1) < 0.12
-print(f"r={r}: singlet prob {1/(3*r*r):.3e}, mean S.S {-0.25/r**2:.3e}; sim/formula (r=81..121) {amp:.3f}")
 print("no test failed")
```

The mended program passes:

```
4 spins J=(1e-3,1,2e-3): gap/(J1J2/2J0) = 1.00225
L=8 G0=1: mean|ln gap err| 0.410 (no 1/2: 0.517); Tchi ED 0.0151 RG 0.0184
L=8 G0=3: mean|ln gap err| 0.251 (no 1/2: 0.523); Tchi ED 0.0554 RG 0.0571
kap=0 grid, G=20.10: ln n error h -0.01865, h/2 -0.00497, extrapolated -0.00041
flow: G=19.99 m=23.118; G=39.97 m=43.547
excess growth of m 0.4438, predicted 0.4294
n(m+kap)^2 = 3.1797, 3.1827;  Gs = 1.7840, c = 0.9492
G=2: n kap=0 sim 0.11117 formula 0.11111; ln2 sim 0.14866 flow 0.14844
G=5: n kap=0 sim 0.02782 formula 0.02778; ln2 sim 0.04910 flow 0.04905
G=10: n kap=0 sim 0.00827 formula 0.00826; ln2 sim 0.01760 flow 0.01765
G=19: n kap=0 sim 0.00246 formula 0.00250; ln2 sim 0.00610 flow 0.00612
y=0.1: sum(1-exp(-y l))/N sim 0.07982 formula 0.07976
y=0.01: sum(1-exp(-y l))/N sim 0.01210 formula 0.01208
R=51: 6(R-1)*singlets(l>=R)/site: kap=0 1.024, ln2 0.955
R=201: 6(R-1)*singlets(l>=R)/site: kap=0 0.984, ln2 0.969
kap=0, g uniform(0,2): <D>(1024)-<D>(256) = 11.72, formula 11.58
XX L=24: eps/(exp(-D)/2) in [0.285,0.959], bound 0.113
L=256: <ln(W0/E)> = 31.48 +- 0.15, std 13.76, typical E = 2.1e-12 K
L=1024: <ln(W0/E)> = 66.02 +- 0.43, std 27.58, typical E = 2.1e-27 K
difference 34.54, formula 35.29; sqrt(pi/2) = 1.2533, slope 2.236
XX L=64: -4 sum Czz (r=7..21) fermions 1.477, singlets 1.519 per chain
W0 = 100 K, g = 2, G0 = 1, delta = -0.2674
Curie constant 4.7142e-06 m^3 K/mol = 0.3751 emu K/mol
T=1 K: G_T=4.605 m=6.671 n=0.05869 spacing 17.0 sites
  4Tchi sim 0.06315 flow 0.06307; bare Gs^2/G_T^2 0.15007
  chi = 2.767e-07 m^3/mol = 2.202e-02 emu/mol
T=0.1 K: G_T=6.908 m=9.177 n=0.03267 spacing 30.6 sites
  4Tchi sim 0.03392 flow 0.03392; bare Gs^2/G_T^2 0.06670
  chi = 1.540e-06 m^3/mol = 1.226e-01 emu/mol
T=0.01 K: G_T=9.210 m=11.633 n=0.02095 spacing 47.7 sites
  4Tchi sim 0.02141 flow 0.02144; bare Gs^2/G_T^2 0.03752
  chi = 9.875e-06 m^3/mol = 7.858e-01 emu/mol
T=1e-06 K: G_T=18.421 m=21.243 n=0.00661 spacing 151.2 sites
  4Tchi sim 0.00663 flow 0.00666; bare Gs^2/G_T^2 0.00938
  chi = 3.118e-02 m^3/mol = 2.481e+03 emu/mol
r=101: singlet prob 3.268e-05, mean S.S -2.451e-05; sim/formula (r=81..121) 0.936
no test failed
```
